# Why Nonlocal Kinetic Functionals Destabilise Minimisation in Vacuum

**Q.** My orbital-free calculation converges for a bulk solid but misbehaves when I add vacuum above a surface. Which term should I suspect?

**A.** Suspect the nonlocal part of the kinetic energy. In atomic units, consider

\[
T=T_{\rm TF}+T_{\rm W}+T_{\rm NL},\qquad
T_{\rm NL}=\iint n^{\alpha}(\mathbf r)\,w(|\mathbf r-\mathbf r'|)\,n^{\beta}(\mathbf r')\,d\mathbf r\,d\mathbf r',
\]

with \(\alpha+\beta=5/3\) and a kernel \(w\) that does not depend on the local density. The first two terms are the Thomas-Fermi and Weizsäcker energies. Write \((w*f)(\mathbf r)=\int w(|\mathbf r-\mathbf r'|)f(\mathbf r')\,d\mathbf r'\). Varying each power of \(n\) in turn, and using the symmetry of \(w\), gives

\[
v_{\rm NL}=\frac{\delta T_{\rm NL}}{\delta n}
=\alpha n^{\alpha-1}(w*n^{\beta})+\beta n^{\beta-1}(w*n^{\alpha}).
\]

The exponents average \(5/6\), so at least one is below one. Call the smaller one \(\gamma\), call its partner \(\gamma'=5/3-\gamma\), and let \(F=w*n^{\gamma'}\). The suspect term is \(\gamma n^{\gamma-1}F\).

**Q.** The prefactor diverges as \(n\to0\). Is that already the proof?

**A.** No, because \(F\) may vanish too. The term diverges if \(|F|\) falls more slowly than \(n^{1-\gamma}\).

A short-ranged kernel shows how the divergence can fail. Let \(n\propto e^{-z/\ell}\) outside a planar surface, and let \(w(u)\) be the kernel integrated over the plane. Then

\[
(w*n^{\gamma'})(z)=n^{\gamma'}(z)\int w(u)\,e^{\gamma' u/\ell}\,du ,
\]

if the integral converges and \(z\) is far enough out for the exponential form to hold wherever the integrand matters. The potential then scales as \(n^{\gamma-1}n^{\gamma'}=n^{2/3}\) and vanishes. A Gaussian kernel of standard deviation 0.5 Å and integral \(B\) (defined below), used with the slab and the unequal exponent pair of the example below, gives \(2.8\times10^{-5}\) eV at 10 Å from the edge and \(4.5\times10^{-11}\) eV at 20 Å. With \(\ell=0.5\) Å the expected ratio is \(e^{-(2/3)(10/0.5)}=1.6\times10^{-6}\), as found.

**Q.** What is different about the kernel used in practice?

**A.** It is built to reproduce the Lindhard response of a uniform gas of density \(n_0\), and that gives it a long tail. Let \(k_F=(3\pi^2n_0)^{1/3}\), \(\eta=q/2k_F\), and

\[
G(\eta)=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right| .
\]

The second derivative of the full kinetic energy at \(n_0\) must equal \((\pi^2/k_F)/G\). Thomas-Fermi contributes \(k_F^2/(3n_0)=\pi^2/k_F\). Weizsäcker contributes \(q^2/(4n_0)=(\pi^2/k_F)\,3\eta^2\). The nonlocal term contributes \(2\alpha\beta n_0^{\alpha+\beta-2}w(q)\), because \(w(0)=0\) removes the terms in which one power is varied twice. Hence

\[
w(q)=B\left[\frac1G-1-3\eta^2\right],\qquad
B=\frac{\pi^2/k_F}{2\alpha\beta\,n_0^{-1/3}} .
\]

Now set \(x=\eta-1\). Near \(x=0\) the factor \((1-\eta^2)/4\eta\) is \(-x/2\), so the singular part of \(G\) is \(\tfrac12x\ln|x|\). Since \(G=1/2\) there, \(\delta(1/G)=-4\,\delta G\), and \(1/G\) contains \(-2x\ln|x|\).

For a slab symmetric about \(z=0\), define \(f(q)=\int n^{\gamma'}(z)\cos(qz)\,dz\). Then \(F(z)=\int w(q)f(q)e^{iqz}\,dq/2\pi\). Put \(t=2k_Fz>0\). The leading oscillating tail follows from

\[
\int \ln|x|\,e^{ixt}dx=-\frac{\pi}{t}
\;\Rightarrow\;
\int x\ln|x|\,e^{ixt}dx=-i\frac{d}{dt}\left(-\frac{\pi}{t}\right)=-\frac{i\pi}{t^2},
\]

understood as generalised Fourier transforms. With \(dq=2k_F\,dx\), and with the singularity at \(-2k_F\) supplying the complex conjugate,

\[
F\simeq2\,{\rm Re}\left[\frac{2k_F}{2\pi}(-2Bf)\left(-\frac{i\pi}{t^2}\right)e^{it}\right]
=-\frac{B\,f(2k_F)}{k_F}\,\frac{\sin(2k_Fz)}{z^2}.
\]

This is a Friedel tail. It is algebraic, whereas \(n\) is exponential. If \(f(2k_F)\neq0\), the envelope of the suspect potential therefore grows as

\[
\frac{e^{(1-\gamma)z/\ell}}{z^2},
\]

and its sign alternates. That establishes the divergence for this kernel and this geometry.

**Q.** How large is it for a realistic thickness of vacuum?

**A.** Take a prescribed model slab, not a self-consistent one, with \(n(z)=n_0\sinh(L/\ell)/[\cosh(L/\ell)+\cosh(z/\ell)]\), \(n_0=0.2\) Å\(^{-3}\), half-width \(L=5\) Å and \(\ell=0.5\) Å. I compare two exponent pairs: the Wang-Govind-Carter values \((5\pm\sqrt5)/6=1.206,\ 0.461\), with a density-independent kernel, and the equal pair \(5/6,\ 5/6\). The exponential growth lengths \(\ell/(1-\gamma)\) are \(0.5/0.539=0.93\) Å and \(0.5/0.167=3.0\) Å.

The table gives the largest \(|v_{\rm NL}|\) within one Friedel period, 1.74 Å, centred at the stated distance from the edge and sampled every 0.053 Å. Where the largest value lies near the end of the interval, it depends on the sampling: a finer grid raises the first unequal-pair entry to 0.38 eV and the last to \(7.9\times10^9\) eV.

| Distance | Unequal pair | Equal pair |
|---|---|---|
| 5 Å | 0.36 eV | 0.028 eV |
| 10 Å | 18 eV | 0.012 eV |
| 20 Å | \(3.7\times10^5\) eV | 0.096 eV |
| 30 Å | \(6.4\times10^9\) eV | 1.1 eV |

The equal-pair value first falls. The envelope does not predict this: with \(z\) in Å from the slab centre, \(e^{z/3}/z^2\) rises from 0.28 at \(z=10\) to 0.66 at \(z=15\), so the asymptotic tail alone does not describe the 5 Å entry. The tail is approached slowly: for the equal pair the largest \(|z^2F|\) exceeds the asymptotic amplitude by a factor of about 12 at 5 Å, 2 at 10 Å and 1.2 at 30 Å (2.9, 1.5 and 1.1 for the unequal pair). Farther out, a test on the unequal pair over 11 Friedel periods gives a logarithmic growth of 19.88, against 19.90 from the envelope formula.

**Q.** The Weizsäcker potential also has a small density in its denominator. Why does it not explode?

**A.** With \(\chi=\sqrt n\), the energy is \(T_{\rm W}=\tfrac12\int|\nabla\chi|^2d\mathbf r\). Integration by parts gives \(\delta T_{\rm W}=-\int(\nabla^2\chi)\,\delta\chi\,d\mathbf r\), and \(\delta n=2\chi\,\delta\chi\), so

\[
v_{\rm W}=-\frac{\nabla^2\chi}{2\chi}.
\]

For \(\chi\propto e^{-\kappa z}\), with \(\kappa=1/2\ell\), the small factors cancel and \(v_{\rm W}=-\kappa^2/2\). Here \(\kappa=1\) Å\(^{-1}\) and the value is \(-3.81\) eV at every distance from 10 Å outward in the table.

This finiteness depends on the shape of the tail, and a tail that falls faster than exponentially can lose it. For a Gaussian tail \(\chi=e^{-z^2/4\sigma^2}\),

\[
\frac{\chi''}{\chi}=\frac{z^2}{4\sigma^4}-\frac1{2\sigma^2}
\;\Rightarrow\;
v_{\rm W}=\frac1{4\sigma^2}-\frac{z^2}{8\sigma^4},
\]

which is unbounded. With \(\sigma=0.5\) Å it is already \(-130\) eV at 3 Å. The more robust property appears when \(\chi\) is the variable: the gradient \(-\nabla^2\chi\) is linear, and the Hessian \(-\nabla^2\) does not depend on how small \(\chi\) is.

**Q.** I do minimise with respect to \(\chi\). Does that not cure the nonlocal term as well?

**A.** It removes one power of the singularity. The dangerous part of the gradient is

\[
2\chi\,\gamma n^{\gamma-1}F=2\gamma\,\chi^{2\gamma-1}F .
\]

At fixed \(F\) this vanishes with \(\chi\) if \(\gamma>1/2\), stays finite if \(\gamma=1/2\), and diverges if \(\gamma<1/2\). The exponent 0.461 lies in the last class, though its divergence, \(\chi^{-0.079}\), is weak. Differentiating once more at fixed \(F\) gives the local curvature

\[
2\gamma(2\gamma-1)\chi^{2\gamma-2}F=2(2\gamma-1)\,\bigl[\gamma n^{\gamma-1}F\bigr],
\]

which diverges with the potential unless \(\gamma=1/2\). In that special case the energy has a kink at \(\chi=0\) instead. The variation of \(F\) itself adds a piece carrying \(\chi^{2\gamma-1}\) at the vacuum point, one power less singular.

For the unequal pair the factor \(2(2\gamma-1)\) is \(-0.157\). At 20 Å the curvature thus has magnitude \(0.157\times3.7\times10^5=5.8\times10^4\) eV. The largest Weizsäcker curvature on a one-dimensional Fourier grid along \(z\) with spacing 0.2 Å is \((\pi/0.2\ \text{Å})^2\) in atomic units, or 1880 eV; a cubic three-dimensional grid gives three times this. The nonlocal term is 31 times the one-dimensional value there (about 10 times the three-dimensional one), while at 15 Å it is still only 361 eV. At the prescribed density, a step size suited to the Weizsäcker term is then far too long for the local curvature. The iteration need not stay at that density, however, and where it goes depends on the sign of \(F\), as discussed below. Because \(F\) alternates in sign, so does the nonlocal curvature. Where it is negative and outweighs the positive Weizsäcker and linear terms, a method that assumes a positive Hessian loses its footing. For the unequal pair this is the case around 15 Å, but not yet at 10 Å.

**Q.** Is this only bad conditioning, or is empty space itself no longer a minimum?

**A.** Where \(F<0\), empty space is not a minimum. Put a bump \(s\,g(\mathbf r)\) where the density is strictly zero. The supports do not overlap, so \((n+sg)^\gamma=n^\gamma+s^\gamma g^\gamma\), and

\[
\Delta T_{\rm NL}=s^\gamma\!\int g^\gamma F\,d\mathbf r+\dots,\qquad
\Delta T_{\rm W}=\frac s2\int|\nabla\sqrt g|^2d\mathbf r .
\]

The omitted terms carry \(s^{\gamma'}\) and \(s^{5/3}\). For \(\gamma<\gamma'\) both are smaller as \(s\to0\); for equal exponents the \(s^{\gamma'}\) term equals the first one and doubles it. The cost of taking the charge from the slab is linear in \(s\). Since \(s^\gamma/s\to\infty\), a negative first integral wins for small enough \(s\).

The density at which the two energies balance depends strongly on the shapes: relative to the case below, a bump of half-width 0.5 Å lowers it by a factor of about 2.6, and a \(\cos^2\) slab, with the bump at its most negative \(F\), raises it about 200-fold. Take the unequal pair, the compact slab \(n_0\cos^4(\pi z/2L)\) for \(|z|<L\), and a \(\cos^4\) bump of half-width 0.8 Å centred 3.2 Å from the slab edge. The two energies then balance at a peak density of \(1.1\times10^{-11}\) Å\(^{-3}\). At one hundredth of that density the nonlocal change is \(-1.5\times10^{-11}\) eV/Å\(^2\) and the Weizsäcker cost is \(1.3\times10^{-12}\) eV/Å\(^2\). At one hundred times the balance density the cost wins, \(1.3\times10^{-8}\) against \(-1.0\times10^{-9}\) eV/Å\(^2\).

**Q.** Those energies are minute. How much false density would appear?

**A.** A one-point estimate, which neglects gradients between neighbouring points, uses the energy density \(e(n)=an+Fn^\gamma\), where \(a\) is the linear cost of vacuum density. I take \(a=\kappa^2/2=3.81\) eV. For \(F<0\),

\[
a-\gamma|F|n^{\gamma-1}=0\;\Rightarrow\;
n_*=\left(\frac{\gamma|F|}{a}\right)^{1/(1-\gamma)} .
\]

It is a minimum because \(e''=\gamma(1-\gamma)|F|n^{\gamma-2}>0\). Near 10 Å this gives \(3.9\times10^{-9}\) Å\(^{-3}\), only \(2\times10^{-8}\) of \(n_0\), and even that is a large overestimate. Because \(F\) changes sign every 0.87 Å, the false density must vary on that scale, and the gradient cost is of order \((2k_F)^2/2=50\) eV rather than 3.81 eV. Minimising with the gradient term included, and without the slab's own tail, lowers the peak to about \(7.5\times10^{-11}\) Å\(^{-3}\), below the prescribed density of \(4.1\times10^{-10}\) Å\(^{-3}\) at 10 Å. Farther out the order reverses, because the false density falls only algebraically: about \(1.9\times10^{-11}\) against \(7.5\times10^{-15}\) Å\(^{-3}\) near 15.5 Å, and \(7\times10^{-12}\) against \(2\times10^{-19}\) Å\(^{-3}\) near 20.6 Å. Where \(F<0\), the large potentials in the table therefore belong to the prescribed exponential tail, not to a relaxed density. The energy gained is only about \(10^{-9}\) eV/Å\(^2\) per Friedel period near 10 Å. In this example the damage lies in the potential and the convergence, not in the total energy.

**Q.** And where \(F>0\), does the density simply go to zero?

**A.** Zero is then favoured, but steepest descent with a fixed step \(\tau\) cannot settle there. For \(\chi>0\),

\[
\chi_{\rm new}=(1-2a\tau)\chi-2\gamma F\tau\,\chi^{2\gamma-1}.
\]

The ratio \(|\chi_{\rm new}/\chi|\) contains \(\chi^{2\gamma-2}\) and diverges as \(\chi\to0\), so a point very close to zero is thrown outward. With \(F=0\) the ratio is constant, and the iteration converges if \(0<a\tau<1\).

One might expect a steady alternation \(\chi_{\rm new}=-\chi\), which requires \(\gamma F\tau\chi^{2\gamma-2}=1-a\tau\). The derivative of the map there is \(1-2a\tau-2(2\gamma-1)(1-a\tau)\). With \(a\tau=0.070\) it is \(1-0.140+0.146=1.006\), so this alternation is slightly unstable.

The numbers agree. After 500 steps the density is \(7.5\times10^{-11}\) Å\(^{-3}\), for which a steady alternation would need a gradient \(2\chi/\tau=9.5\times10^{-4}\) eV/Å\(^{3/2}\). The last gradient was \(7.2\times10^{-4}\). The density is therefore a snapshot of an unsettled iteration. Over long runs the iteration is chaotic, with a Lyapunov exponent of about 0.19 per step, so the value after 500 steps changes by a factor of order two when \(F\) is changed slightly; only its order of magnitude has meaning. With \(F=0\) the same 500 steps reach \(2\times10^{-69}\) Å\(^{-3}\).

**Q.** What can I change?

**A.** Equal exponents delay the trouble, as the table shows, and a thinner vacuum, if the physics permits it, cuts off the exponential growth far from the surface. One can also replace \(n^\gamma\) in \(T_{\rm NL}\), below a small density \(n_c\), by

\[
h(n)=n_c^{\gamma-1}\left[(2-\gamma)n-(1-\gamma)\frac{n^2}{n_c}\right].
\]

At \(n_c\) its value is \(n_c^\gamma\) and its slope is \(\gamma n_c^{\gamma-1}\), so both join smoothly to the original power. At \(n=0\) the slope is \((2-\gamma)n_c^{\gamma-1}\), which is finite. If \(\gamma'\) is also below one, \(n^{\gamma'}\) must be replaced in the same way. The local term is then quadratic in \(\chi\) at leading order, like the Weizsäcker energy, and its curvature is bounded for bounded \(F\). If only \(\gamma\) is below one, choose \(n_c\) large enough that \(a+(2-\gamma)n_c^{\gamma-1}F>0\) where \(F<0\), with \(a\) the linear cost used above. For equal exponents both factors of \(T_{\rm NL}\) contribute equally, so the condition becomes \(a+2(2-\gamma)n_c^{\gamma-1}F>0\), with \(F\) computed from the replaced power. If \(n_c\) is far too small, empty space is still not a minimum. This alters the functional in the tail, so the results must be shown to be insensitive to \(n_c\). The potential and its matching energy must be changed together; clipping the potential alone would leave the minimiser with a gradient that belongs to no energy.

## Calculated quantities

```
reference density: 0.200 1/A^3; half-width: 5.0 A
density decay length: 0.50 A; kappa: 1.000 1/A
kF: 1.8092 1/A; Friedel period: 1.736 A
unequal exponents: 0.4607 and 1.2060; equal: 0.8333
growth length of potential, unequal: 0.927 A
growth length of potential, equal: 3.000 A
Friedel amplitude, computed/formula at 1058 A: 1.0001
log growth over 19.10 A: computed 19.877, formula 19.897
Extremes below are over one Friedel period centred at distance d from the edge
d = 5 A: density at centre 9.080e-06 1/A^3
  Weizsaecker potential -3.8093 eV
  nonlocal, unequal: min -2.3443e-01, max 3.6361e-01 eV
  nonlocal, equal: min -3.6356e-03, max 2.7633e-02 eV
  largest |chi-curvature|, unequal: 5.7125e-02 eV
d = 10 A: density at centre 4.122e-10 1/A^3
  Weizsaecker potential -3.8100 eV
  nonlocal, unequal: min -1.7826e+01, max 1.1267e+01 eV
  nonlocal, equal: min -1.2223e-02, max 1.0957e-02 eV
  largest |chi-curvature|, unequal: 2.8055e+00 eV
d = 15 A: density at centre 1.872e-14 1/A^3
  Weizsaecker potential -3.8100 eV
  nonlocal, unequal: min -2.2926e+03, max 9.9873e+02 eV
  nonlocal, equal: min -3.0432e-02, max 2.5569e-02 eV
  largest |chi-curvature|, unequal: 3.6080e+02 eV
d = 20 A: density at centre 8.497e-19 1/A^3
  Weizsaecker potential -3.8100 eV
  nonlocal, unequal: min -3.6824e+05, max 1.5656e+05 eV
  nonlocal, equal: min -9.6435e-02, max 7.8550e-02 eV
  largest |chi-curvature|, unequal: 5.7953e+04 eV
d = 30 A: density at centre 1.751e-27 1/A^3
  Weizsaecker potential -3.8100 eV
  nonlocal, unequal: min -6.4300e+09, max 5.3980e+09 eV
  nonlocal, equal: min -8.6373e-01, max 1.0928e+00 eV
  largest |chi-curvature|, unequal: 1.0119e+09 eV
Weizsaecker curvature limit, 0.2 A grid: 1880.2 eV
curvature check at d near 10 A: difference -1.23055e+00, formula -1.23033e+00 eV
short-range control potential at 10, 20 A: 2.780e-05, 4.503e-11 eV
Weizsaecker, Gaussian tail (sigma 0.5 A) at 3 A: -129.54 eV
bump centre beyond compact slab edge: 3.176 A; half-width 0.8 A
bump energy powers: nonlocal 0.4607, Weizsaecker 1.0000
bump crossover peak density: 1.074e-11 1/A^3
crossover/100: nonlocal -1.507e-11, Weizsaecker 1.257e-12, TF 2.527e-21 eV/A^2
crossover*100: nonlocal -1.049e-09, Weizsaecker 1.257e-08, TF 1.173e-14 eV/A^2
one-point linear coefficient a: 3.8100 eV; step: 0.01837 1/eV
spurious density for F < 0 near d = 10 A: 3.882e-09 1/A^3
stalled density for F > 0 near d = 10 A: 7.536e-11 1/A^3
density after same 500 steps with F = 0: 2.091e-69 1/A^3
last gradient: stalled 7.214e-04, F = 0 4.052e-34 eV/A^1.5
```
